# From Waveguide Loss in dB/cm to Intrinsic Ring Quality Factor

## Question

I am stuck on a short exercise about ring resonators:

> A ring is made from a waveguide with a propagation loss of 1 dB/cm. The group index is 4.2 at a wavelength of 1550 nm. Show that the intrinsic quality factor is about 740000.

I found the formula $Q=2\pi n_g/(\lambda\alpha)$ in my notes. With $\lambda=1.55\times10^{-4}$ cm and $\alpha=1$ per cm it gives about 170000. Then I converted the decibels to an attenuation of the field amplitude and got about 1.48 million. The target lies between the two, so I suspect the conversion, but I also cannot justify the formula itself. Why does the group index appear and not the effective index of the mode? Why is the ring's circumference not given? And what does "intrinsic" exclude?

## Answer

Your formula is right if $\alpha$ is the attenuation coefficient of the **power**, in inverse centimetres. Your first attempt left the loss in decibels, and your second used the coefficient of the field. The wavelength in the formula must then be in centimetres too.

### From decibels to an attenuation coefficient

Assume that the loss is linear and uniform along the guide. Each short piece $dz$ then removes the same fraction $\alpha\,dz$ of the power $P$ that reaches it:

$$
\frac{dP}{dz}=-\alpha P,\qquad P(z)=P(0)\,e^{-\alpha z}.
$$

The loss in decibels over a length $z$ is defined by a power ratio. Inserting the exponential gives

$$
10\log_{10}\frac{P(0)}{P(z)}=10\log_{10}e^{\alpha z}=\frac{10}{\ln 10}\,\alpha z .
$$

If the loss is $A$ decibels per centimetre, the left side is $Az$. Therefore

$$
\alpha=\frac{\ln 10}{10}\,A=0.230259\times1.0\ \text{cm}^{-1}=0.2303\ \text{cm}^{-1}.
$$

After 1 cm a fraction $e^{-0.2303}=79.4\%$ of the power is left. The power falls to $1/e$ over $1/\alpha=4.34$ cm.

Power is proportional to the squared magnitude of the field, so the field falls as $e^{-\alpha z/2}$. The coefficient $\alpha/2$ is correct for the field, but the quality factor is defined through energy.

### From loss per length to loss per time

A quality factor compares an oscillation with its decay in time, whereas $\alpha$ describes decay in space. The link is the speed at which the energy moves.

Take a wave packet made of frequencies $\omega+\Omega$ close to a carrier $\omega$, with spectral amplitudes $a(\Omega)$. If $\beta$ is the propagation constant, the packet is

$$
E(z,t)=\int a(\Omega)\,e^{i\beta(\omega+\Omega)z-i(\omega+\Omega)t}\,d\Omega .
$$

For a narrow spectrum, $\beta(\omega+\Omega)\approx\beta(\omega)+\beta'(\omega)\,\Omega$, where the prime means a derivative with respect to frequency. Then

$$
E(z,t)\approx e^{i\beta(\omega) z-i\omega t}\int a(\Omega)\,e^{-i\Omega(t-\beta' z)}\,d\Omega .
$$

The integral is the envelope. It depends on $t-\beta' z$ alone, so the envelope, and the energy with it, moves at $v_g=1/\beta'$. With $\beta=\omega n_{\rm eff}/c$,

$$
\frac{1}{v_g}=\beta'=\frac{1}{c}\left(n_{\rm eff}+\omega\frac{dn_{\rm eff}}{d\omega}\right)\equiv\frac{n_g}{c}.
$$

Since $\omega=2\pi c/\lambda$, we have $d\omega/\omega=-d\lambda/\lambda$, and the same quantity is $n_g=n_{\rm eff}-\lambda\,dn_{\rm eff}/d\lambda$. This answers your question about the index: the effective index sets the speed of the wave crests, while the group index sets the speed of the energy that is being lost.

Now let $u(z)$ be the energy per unit length in the ring, travelling in one direction. In a time $dt$ the energy in a length $v_g\,dt$ passes a given point, so $P=v_gu$. The power dissipated in the whole ring of circumference $L$ is

$$
P_{\rm diss}=\int_0^L\alpha P\,dz=\alpha v_g\int_0^L u\,dz=\alpha v_g U,
$$

where $U$ is the stored energy. With no input and no other exit for the light,

$$
\frac{dU}{dt}=-\alpha v_gU,\qquad U(t)=U(0)\,e^{-t/\tau},\qquad \tau=\frac{1}{\alpha v_g}=\frac{n_g}{\alpha c}.
$$

The circumference has disappeared. A longer ring has more decibels of loss per round trip, but each round trip takes longer in the same proportion.

### The quality factor

The definition is $\omega$ times the stored energy, divided by the dissipated power:

$$
Q_i=\frac{\omega U}{P_{\rm diss}}=\frac{\omega}{\alpha v_g}=\frac{2\pi c}{\lambda}\,\frac{n_g}{\alpha c}=\frac{2\pi n_g}{\lambda\alpha}.
$$

The subscript $i$ stands for intrinsic. All loss of the waveguide itself, whether by absorption, scattering or bending, is included in $\alpha$. Light that leaves through a coupler to another waveguide is not.

With the numbers of the exercise,

$$
Q_i=\frac{2\pi\times4.2}{(1.550\times10^{-4}\ \text{cm})(0.230259\ \text{cm}^{-1})}
=\frac{26.3894}{3.56901\times10^{-5}}\approx7.39\times10^{5}.
$$

To two figures this is 740000, as required. The inputs do not justify more figures. The extra digits below treat the inputs as exact, so that different calculations of the same model can be compared.

### What the number means

The photon lifetime follows from the group velocity $v_g=c/n_g=7.138\times10^{9}$ cm/s:

$$
\tau=\frac{1}{(0.230259\ \text{cm}^{-1})(7.138\times10^{9}\ \text{cm/s})}=608\ \text{ps}.
$$

In one optical period, $\lambda/c$, the energy advances by $v_g\lambda/c=\lambda/n_g=369$ nm. To first order in the small loss, the fraction lost on the way is

$$
\frac{\alpha\lambda}{n_g}=8.50\times10^{-6}.
$$

The quality factor is $2\pi$ divided by this fraction. It is large because the light loses little over a third of a micrometre, although a loss of 21% over a centimetre is easily noticed.

The lifetime also fixes the width of the resonance. A field that starts at $t=0$ and varies as $e^{-i\omega_0t-t/2\tau}$ has the spectrum

$$
\int_0^\infty e^{i(\omega-\omega_0)t-t/2\tau}\,dt=\frac{1}{1/(2\tau)-i(\omega-\omega_0)} .
$$

Its squared magnitude is $1/[(\omega-\omega_0)^2+1/(4\tau^2)]$, which drops to half its peak at $\omega-\omega_0=\pm1/(2\tau)$. The full width is $\Delta\omega=1/\tau$, hence $Q_i=\omega_0\tau=\omega_0/\Delta\omega$. The optical frequency is 193.414 THz, so

$$
\Delta\nu=\frac{193.414\ \text{THz}}{7.394\times10^5}=262\ \text{MHz}.
$$

For small widths $\Delta\lambda/\lambda=\Delta\nu/\nu$, which gives a width of 2.10 pm in wavelength. A measurement of this resonance has to resolve a feature that narrow.

### The same result from the waves in the ring

The energy argument never used interference, although a ring resonates because the wave interferes with itself. The wave calculation must give the same answer, and it shows again where the two indices enter.

A free mode must reproduce itself after one round trip, in phase and in amplitude:

$$
e^{i\beta(\omega)L-\alpha L/2}=1 .
$$

The exponent must equal $2\pi i m$ with an integer $m$. Solving for $\beta$,

$$
\beta(\omega)=\frac{2\pi m}{L}-\frac{i\alpha}{2}.
$$

Without loss, the solution is a real frequency $\omega_m$ with $\beta(\omega_m)=2\pi m/L$. This is where the effective index acts: it fixes the position of the resonance. With weak loss, write $\omega=\omega_m+\delta$ and expand to first order:

$$
\beta'(\omega_m)\,\delta=-\frac{i\alpha}{2}\quad\Rightarrow\quad\delta=-\frac{i\alpha v_g}{2}.
$$

The field varies as $e^{-i\omega t}$, so a negative imaginary part means decay. The energy varies as $|e^{-i\omega t}|^2=e^{2\,{\rm Im}\,\omega\,t}=e^{-\alpha v_gt}$, the rate found before. Thus $Q_i=\omega_m/(2|{\rm Im}\,\omega|)=\omega_m/(\alpha v_g)$. The loss displaces the frequency slightly, and the response of $\beta$ to a small displacement is its derivative, which contains $n_g$.

For a numerical check I took a model ring with effective index 2.4 and $m=97$, both chosen freely. Its circumference is

$$
L=\frac{m\lambda}{n_{\rm eff}}=\frac{97\times1.550\ \mu\text{m}}{2.4}=62.65\ \mu\text{m}.
$$

Solving the round-trip condition for the complex frequency, without the expansion, gives $Q_i=739404$; the formula gives 739404 as well. Repeating this with circumferences 10 and 100 times larger, with losses of 0.3, 1 and 3 dB/cm, and with group indices of 2.0 and 4.2, gave agreement with the formula to within one part in $10^5$ in every case.

A pulse sent through 1 cm of the same dispersive guide tests the energy argument. It arrives after 140.1 ps, which is $n_g/c$ times 1 cm. The wave crests would need $2.4/(2.998\times10^{10})$ s, or 80 ps. In the 140.1 ps the energy falls by the factor $e^{-0.2303}$, so the lifetime is $140.1/0.2303=608$ ps, as above.

### When lifetime and linewidth part company

For a ring with large loss per round trip, the resonance is no longer a Lorentzian, and the rule "frequency divided by linewidth" needs a condition. Let $g=e^{-\alpha L/2}$ be the field factor for one round trip and $\phi=\beta L$ the phase. When the ring is fed through a very weak coupler, the contributions of successive round trips add up to

$$
1+ge^{i\phi}+g^2e^{2i\phi}+\dots=\frac{1}{1-ge^{i\phi}} .
$$

The circulating power is proportional to the squared magnitude of this sum. Its denominator is

$$
|1-ge^{i\phi}|^2=1+g^2-2g\cos\phi=(1-g)^2+4g\sin^2\frac{\phi}{2}.
$$

The power is half its peak value when the second term equals the first:

$$
\left|\sin\frac{\phi}{2}\right|=\frac{1-g}{2\sqrt g}=\frac{e^{\alpha L/4}-e^{-\alpha L/4}}{2}=\sinh\frac{\alpha L}{4}.
$$

For $\alpha L\ll1$ this gives $\phi=\pm\alpha L/2$, measured from the resonance. The full width in phase is $\alpha L$. Since $d\phi/d\omega=L/v_g$, the full width in frequency is $\alpha v_g=1/\tau$, in agreement with the lifetime.

In the model ring, $\alpha L=0.2303\times6.265\times10^{-3}=1.44\times10^{-3}$, so the condition is well satisfied. The half-power width computed from the full expression again gives $Q_i=739404$. The light covers $4.34\ \text{cm}/L\approx693$ round trips in one lifetime, enough for a sharp resonance.

The opposite case shows where the linewidth rule fails. If $\sinh(\alpha L/4)>1$, no phase satisfies the half-power condition, because a sine cannot exceed one. This happens for $\alpha L>3.53$, or $L>15.3$ cm at 1 dB/cm. In such a long ring the circulating power never drops to half its peak between resonances, and a full width at half maximum does not exist. The decay rate $\alpha v_g$ is still well defined.

### Where your two attempts went wrong

Your first attempt put the number 1 from "1 dB/cm" in place of $\alpha$. That gives

$$
\frac{26.3894}{1.550\times10^{-4}}\approx1.70\times10^5,
$$

too small by the factor 0.2303. A coefficient of 1 per cm would mean that only 37% of the power survives a centimetre, not 79%.

Your second attempt used $\alpha/2=0.115$ per cm. This halves the denominator and gives $1.48\times10^6$, twice the correct value. It answers how fast the amplitude decays, not the energy.

Had you used an effective index of 2.4 in place of the group index, the result would have been $4.23\times10^5$, too small by the ratio $2.4/4.2$.

### Other losses, and the reverse calculation

At fixed wavelength and group index, $Q_i$ is inversely proportional to the loss:

$$
Q_iA=\frac{10}{\ln10}\,\frac{2\pi n_g}{\lambda}\approx7.39\times10^5\ \text{dB/cm}.
$$

A loss of 3 dB/cm therefore gives $Q_i\approx2.46\times10^5$. As the loss tends to zero, $Q_i$ grows without limit in this model and the linewidth tends to zero.

Read backwards, the relation turns a measured $Q_i$ into a propagation loss. If the coupler itself scatters no light, this is the loss of the guide as bent into the ring. Otherwise the result also contains the coupler's excess loss, spread over the circumference. In the model ring, an excess loss of only 0.01 dB per pass adds $0.01/(6.265\times10^{-3})\approx1.6$ dB/cm. If bending adds loss, a straight guide of the same cross-section has a smaller $A$, and the circumference matters after all, through the dependence of $\alpha$ on the bend radius. The formula still holds with the value of $\alpha$ that applies in the ring.

The derivation also assumed light travelling in one direction. If roughness reflects light into the opposite direction strongly enough, the two directions couple and the resonance can split into two. The width of the combined feature then no longer gives $\alpha v_g$ directly. This bias starts before any splitting is visible. In a weakly coupled ring whose two standing-wave modes are separated by $0.4\,\alpha v_g$, the dip is still single but about 23% wider than $\alpha v_g$, so the inferred loss comes out too large.

### What a measurement through a bus waveguide shows

To observe the resonance you must couple the ring to a bus waveguide, and the coupler is a second exit for the energy. Let a lossless coupler pass a field fraction $t$ straight on and transfer $i\kappa$ across, with $t^2+\kappa^2=1$. For a bus input of 1, let $b$ be the ring field just after the coupler. It returns as $ge^{i\phi}b$, so

$$
b=i\kappa+t\,ge^{i\phi}b\quad\Rightarrow\quad b=\frac{i\kappa}{1-tge^{i\phi}} .
$$

The field that continues along the bus is

$$
s=t+i\kappa\,ge^{i\phi}b=t-\frac{\kappa^2ge^{i\phi}}{1-tge^{i\phi}}=\frac{t-ge^{i\phi}}{1-tge^{i\phi}},
$$

where the last step used $t^2+\kappa^2=1$. The denominator is that of the isolated ring with $g$ replaced by $tg$. Per round trip, the stored energy is now multiplied by $t^2g^2$ instead of $g^2$. Logarithms of factors add, so the decay rates add. Dividing them by $\omega$ gives

$$
\frac{1}{Q_L}=\frac{1}{Q_i}+\frac{1}{Q_c},
$$

where $Q_L$ is the loaded quality factor and $Q_c$ describes the loss to the bus alone.

If $t=g$, the transmitted field vanishes on resonance, where $e^{i\phi}=1$. This is critical coupling. The coupler then removes energy as fast as the waveguide loss does, so $Q_c=Q_i$ and

$$
Q_L=\frac{Q_i}{2}\approx3.70\times10^5 .
$$

The width of the transmission dip at half depth, computed for the model ring, gives 369702, which agrees. The observed dip is about 523 MHz wide, twice the intrinsic width.

If you took this loaded value for the intrinsic one and worked backwards, you would find 2 dB/cm for a guide that has 1 dB/cm. These numbers also require a weak probe, because the loss was assumed linear. At critical coupling on resonance $|b|^2=1/(1-g^2)\approx1/(\alpha L)$, so the model ring carries about 690 times the input power. In a silicon wire, with typical values of 0.8 cm/GW for two-photon absorption and 0.1 $\mu$m$^2$ for the mode area, this adds roughly 20% to $\alpha$ at 0.1 mW input and rivals the linear loss near 1 mW. With very weak coupling $Q_c$ is much larger than $Q_i$, and $Q_L$ approaches the 740000 of your exercise. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Propagation loss: 1.0 dB/cm
Vacuum wavelength: 1550 nm
Wavelength in cm: 1.550e-04 cm
Group index: 4.2 (dimensionless)
Speed of light: 2.99792e+10 cm/s
ln(10)/10: 0.230259 (dimensionless)
Power attenuation coefficient alpha: 0.230259 1/cm
Power left after 1 cm: 79.43 percent
Decay length 1/alpha: 4.3429 cm
Group velocity: 7.1379e+09 cm/s
Optical frequency: 193.414 THz
Angular frequency: 1.21526e+15 rad/s
Photon lifetime: 608.4 ps
Energy advance per period: 369.0 nm
Fraction lost per period: 8.4976e-06
Numerator 2 pi n_g: 26.3894 (dimensionless)
Denominator lambda alpha: 3.56901e-05
Intrinsic Q, formula: 739404 (dimensionless)
Intrinsic Q, pulse: 739404 (dimensionless)
Intrinsic Q, complex frequency: 739404 (dimensionless)
Intrinsic Q, half-power width: 739404 (dimensionless)
Linewidth in frequency: 261.6 MHz
Linewidth in wavelength: 2.096 pm
Model effective index: 2.4 (dimensionless)
Model azimuthal order: 97 (dimensionless)
Model circumference: 62.65 micrometre
Pulse delay over 1 cm: 140.10 ps
Loaded Q at critical coupling: 369702 (dimensionless)
Q_i at 3 dB/cm: 246468 (dimensionless)
Slip, n_eff for n_g: Q = 422517
Slip, alpha/2 for alpha: Q = 1478808
Slip, dB/cm figure used as alpha: Q = 170254
```
